# Finite-nucleus shift of the 1s level: scaling and size in mercury: test program

```python
"""Finite-nucleus shift of the one-electron Dirac 1s level.

Result under test (Hartree atomic units, c = 1/alpha):
    shift = Z^2 F (2 Z R)^(2 gamma) [1 + O(Z R)],
    F = 2 gamma (1+gamma) / (zeta^2 Gamma(2 gamma+1))
        * (rho - q_reg) / (rho - q_irr),
with zeta = Z alpha, gamma = sqrt(1-zeta^2), R the nuclear radius,
q_reg = (gamma-1)/zeta, q_irr = (-gamma-1)/zeta, and rho the ratio Q/P
(small over large radial component) at the surface in the limit R -> 0.
For small zeta the shift tends to 2 Z^4 r_rms^2 / 3.
Nuclear models: uniform sphere and charged shell.
Energies exclude the rest energy; the nucleus is fixed.
"""
import math
import mpmath as mp
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 40
ALPHA = constants.fine_structure
C = 1 / mp.mpf(ALPHA)
C_FLOAT = 1 / ALPHA
BOHR_FM = constants.physical_constants["atomic unit of length"][0] * 1e15
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def point_energy(Z):
    return C**2 * (mp.sqrt(1 - (Z / C)**2) - 1)


def point_solution(Z, r):
    """Point-nucleus 1s components, not normalized."""
    g = mp.sqrt(1 - (Z / C)**2)
    radial = mp.mpf(r)**g * mp.exp(-Z * r)
    return mp.sqrt(1 + g) * radial, -mp.sqrt(1 - g) * radial


def coulomb_tail(Z, E, r):
    """Decaying solution in the pure Coulomb field at any energy E."""
    w = 1 + E / C**2
    a, b = mp.sqrt(1 + w), mp.sqrt(1 - w)
    lam = C * a * b
    g = mp.sqrt(1 - (Z / C)**2)
    nu, mu, z = Z * w / lam, Z / lam, 2 * lam * r
    common = mp.exp(-z / 2) * z**g
    phi2 = common * mp.hyperu(g - nu, 2 * g + 1, z)
    phi1 = (mu - 1) * common * mp.hyperu(g - nu + 1, 2 * g + 1, z)
    return a * (phi1 + phi2), b * (phi1 - phi2)


def interior(Z, E, R, model, x=1):
    """Regular solution inside the nucleus at r = x R, by power series."""
    zeta = Z / C
    if model == "uniform":
        s, t = R * E / C + 3 * zeta / 2, -zeta / 2
    else:
        s, t = R * E / C + zeta, mp.mpf(0)
    mass = 2 * C * R
    p, q = [mp.mpf(0)] * 70, [mp.mpf(0)] * 70
    p[1] = mp.mpf(1)
    for k in range(2, 70):
        if k % 2 == 0:
            older = p[k - 3] if k > 2 else 0
            q[k] = -(s * p[k - 1] + t * older) / (k + 1)
        else:
            p[k] = ((mass + s) * q[k - 1] + t * q[k - 3]) / (k - 1)
    x = mp.mpf(x)
    return mp.polyval(p[::-1], x), mp.polyval(q[::-1], x)


def exact_shift(Z, R, model="uniform"):
    """Match Q/P at the surface; secant search for the energy shift."""
    R = mp.mpf(R)
    E0 = point_energy(Z)

    def mismatch(d):
        P, Q = coulomb_tail(Z, E0 + d, R)
        p, q = interior(Z, E0 + d, R, model)
        return Q / P - q / p

    d0 = mp.mpf(2) / 5 * Z**4 * R**2
    d1 = 2 * d0
    f0, f1 = mismatch(d0), mismatch(d1)
    for _ in range(25):
        d2 = d1 - f1 * (d1 - d0) / (f1 - f0)
        if abs(d2 - d1) < mp.mpf(10)**(-15) * abs(d2):
            return d2
        d0, f0, d1, f1 = d1, f1, d2, mismatch(d2)
    raise RuntimeError("secant search did not converge")


def direct_shift(Z, R):
    """Uniform sphere: integrate u = Q/P directly from both ends."""
    E0 = float(point_energy(Z))

    def potential(r, inside):
        return -Z / R * (1.5 - 0.5 * (r / R)**2) if inside else -Z / r

    def integrate(E, start, u_start, inside):
        def slope(r, u):
            e = (E - potential(r, inside)) / C_FLOAT
            return -2 * u / r - e - (2 * C_FLOAT + e) * u * u
        run = solve_ivp(slope, (start, R), [u_start], method="DOP853",
                        rtol=1e-12, atol=1e-14)
        assert run.success
        return run.y[0, -1]

    def mismatch(d):
        E = E0 + d
        r0 = 1e-4 * R
        u0 = -(E - potential(r0, True)) / C_FLOAT * r0 / 3
        u_far = -math.sqrt(-E / (2 * C_FLOAT**2 + E))
        return (integrate(E, 40 / Z, u_far, False)
                - integrate(E, r0, u0, True))

    return brentq(mismatch, 0.5, 5.0, xtol=1e-10)


def limit_ratio_uniform(zeta):
    """Surface ratio Q/P for R -> 0, uniform sphere."""
    def slope(x, u):
        return -2 * u / x - zeta * (1.5 - 0.5 * x * x) * (1 + u * u)
    run = solve_ivp(slope, (1e-4, 1), [-0.5e-4 * zeta], method="DOP853",
                    rtol=1e-12, atol=1e-15)
    assert run.success
    return run.y[0, -1]


def coefficient(zeta, rho):
    g = math.sqrt(1 - zeta**2)
    q_reg, q_irr = (g - 1) / zeta, (-g - 1) / zeta
    return (2 * g * (1 + g) / (zeta**2 * math.gamma(2 * g + 1))
            * (rho - q_reg) / (rho - q_irr))


def leading_shift(Z, R, rho):
    zeta = Z * ALPHA
    g = math.sqrt(1 - zeta**2)
    return Z**2 * coefficient(zeta, rho) * (2 * Z * R)**(2 * g)


# Mercury input and the leading law
Z = 80
r_rms_fm = 5.5
r_rms = r_rms_fm / BOHR_FM
R = math.sqrt(5 / 3) * r_rms
zeta = Z * ALPHA
g = math.sqrt(1 - zeta**2)
q_reg, q_irr = (g - 1) / zeta, (-g - 1) / zeta
rho = limit_ratio_uniform(zeta)
F = coefficient(zeta, rho)
leading = leading_shift(Z, R, rho)

# Series of the surface ratio, derived symbolically
x = sp.symbols("x", positive=True)
v = sp.Rational(3, 2) - x**2 / 2
u1 = sp.expand(-sp.integrate(sp.expand(x**2 * v), x) / x**2)
u3 = sp.expand(-sp.integrate(sp.expand(x**2 * v * u1**2), x) / x**2)
c1, c3 = u1.subs(x, 1), u3.subs(x, 1)
assert c1 == -sp.Rational(2, 5) and c3 == -sp.Rational(736, 17325)
small = 0.1
assert abs(float(c1) * small + float(c3) * small**3
           - limit_ratio_uniform(small)) < 2e-7
rho_series = float(c1) * zeta + float(c3) * zeta**3
leading_series = leading_shift(Z, R, rho_series)
assert abs(leading_series / leading - 1) < 0.01

# Exact mercury shift by two different numerical methods
shift_mp = exact_shift(Z, R)
exact = float(shift_mp)
direct = direct_shift(Z, R)
assert abs(direct / exact - 1) < 1e-6

# Power, coefficient and linear remainder as the radius shrinks
scales = (1.0, 1e-2, 1e-3)
shifts = [exact] + [float(exact_shift(Z, R * s)) for s in scales[1:]]
remainders = [e / leading_shift(Z, R * s, rho) - 1
              for e, s in zip(shifts, scales)]
slope_small = math.log(shifts[1] / shifts[2]) / math.log(10)
assert abs(slope_small - 2 * g) < 5e-4
assert abs(remainders[0]) < 0.05
assert abs(remainders[2]) < 1e-4
assert abs(remainders[2] / remainders[1] - 0.1) < 0.01
slope_hg = math.log(float(exact_shift(Z, 1.01 * R)) / exact) / math.log(1.01)
assert abs(slope_hg - 2 * g) < 0.05

# Charged shell: its own coefficient, then equal rms radius
rho_shell = 1 / math.tan(zeta) - 1 / zeta
shell_tiny = float(exact_shift(Z, r_rms * 1e-3, "shell"))
assert abs(shell_tiny / leading_shift(Z, r_rms * 1e-3, rho_shell) - 1) < 1e-4
shell = float(exact_shift(Z, r_rms, "shell"))
assert abs(shell / exact - 1) < 0.01

# Exact integral relations for the shift
E = point_energy(Z) + shift_mp
P_R, Q_R = coulomb_tail(Z, E, mp.mpf(R))
P0_R, Q0_R = point_solution(Z, R)
match_scale = P_R / interior(Z, E, R, "uniform")[0]


def outer_overlap(log_r):
    r = mp.exp(log_r)
    P, Q = coulomb_tail(Z, E, r)
    P0, Q0 = point_solution(Z, r)
    return float(r * (P0 * P + Q0 * Q))


def inner_overlap(r):
    P, Q = interior(Z, E, R, "uniform", r / R)
    P0, Q0 = point_solution(Z, r)
    return float(match_scale * (P0 * P + Q0 * Q))


def delta_V(r):
    return Z / r - Z / R * (1.5 - 0.5 * (r / R)**2)


outer = quad(outer_overlap, math.log(R), math.log(0.6),
             epsabs=0, epsrel=1e-9, limit=100)[0]
inner = quad(inner_overlap, 0, R, epsabs=0, epsrel=1e-8)[0]
weighted = quad(lambda r: inner_overlap(r) * delta_V(r), 0, R,
                epsabs=0, epsrel=1e-8)[0]
surface_relation = float(C * (P0_R * Q_R - Q0_R * P_R)) / outer
volume_relation = weighted / (outer + inner)
assert abs(surface_relation / exact - 1) < 1e-6
assert abs(volume_relation / exact - 1) < 1e-6


# First-order perturbation theory with the point-nucleus density
def first_order_quadrature(radius):
    norm = (2 * Z)**(2 * g + 1) / math.gamma(2 * g + 1)

    def integrand(y):
        r = y * radius
        dv = Z / radius * (1 / y - 1.5 + 0.5 * y * y)
        return radius * norm * r**(2 * g) * math.exp(-2 * Z * r) * dv
    return quad(integrand, 0, 1, epsabs=0, epsrel=1e-9)[0]


def first_order_formula(radius):
    return (6 * Z**2 * (2 * Z * radius)**(2 * g) / (math.gamma(2 * g + 1)
            * 2 * g * (2 * g + 1) * (2 * g + 3)))


assert abs(first_order_quadrature(R * 1e-3)
           / first_order_formula(R * 1e-3) - 1) < 1e-4
first_order = first_order_quadrature(R)
assert first_order / exact > 1.15

# Light limit for two shapes with the same rms radius
light_rms = 1e-5
light_formula = 2 * light_rms**2 / 3
light_uniform = float(exact_shift(1, math.sqrt(5 / 3) * light_rms))
light_shell = float(exact_shift(1, light_rms, "shell"))
assert abs(light_uniform / light_formula - 1) < 2e-3
assert abs(light_shell / light_formula - 1) < 2e-3

nonrel = 2 * Z**4 * r_rms**2 / 3
E0 = float(point_energy(Z))

print(f"Nuclear charge Z: {Z}")
print(f"Input rms radius: {r_rms_fm:.1f} fm")
print(f"Bohr radius: {BOHR_FM:.3f} fm")
print(f"Hartree energy: {HARTREE_EV:.5f} eV")
print(f"Inverse fine-structure constant: {C_FLOAT:.6f}")
print(f"rms radius: {r_rms:.5e} bohr")
print(f"Uniform-sphere radius R: {R:.5e} bohr")
print(f"zeta = Z alpha: {zeta:.5f}")
print(f"gamma: {g:.5f}")
print(f"Exponent 2 gamma: {2*g:.5f}")
print(f"Gamma(2 gamma + 1): {math.gamma(2*g+1):.5f}")
print(f"2 Z R: {2*Z*R:.6f}")
print(f"(2 Z R)^(2 gamma): {(2*Z*R)**(2*g):.5e}")
print(f"q_reg: {q_reg:.5f}")
print(f"q_irr: {q_irr:.5f}")
print(f"Series coefficients of rho: {c1}, {c3}")
print(f"rho, two-term series: {rho_series:.5f}")
print(f"rho, numerical: {rho:.5f}")
print(f"Coefficient F, uniform sphere: {F:.5f}")
print(f"Point-nucleus 1s energy: {E0:.4f} hartree")
print(f"Leading law with series rho: {leading_series:.4f} hartree")
print(f"Leading law with numerical rho: {leading:.4f} hartree")
print(f"Exact Dirac shift: {exact:.4f} hartree")
print(f"Exact Dirac shift: {exact*HARTREE_EV:.2f} eV")
print(f"Direct-integration shift: {direct:.4f} hartree")
print(f"Shift / binding energy: {exact/abs(E0):.3e}")
for s, dev in zip(scales, remainders):
    print(f"Exact/leading - 1 at {s:g} R: {100*dev:.5f} percent")
print(f"Exponent from 0.001 R to 0.01 R: {slope_small:.5f}")
print(f"Local exponent at mercury radius: {slope_hg:.4f}")
print(f"First-order shift: {first_order:.4f} hartree")
print(f"First-order / exact: {first_order/exact:.4f}")
print(f"Nonrelativistic formula: {nonrel:.4f} hartree")
print(f"Exact / nonrelativistic: {exact/nonrel:.3f}")
print(f"Shell rho: {rho_shell:.5f}")
print(f"Shell shift, same rms radius: {shell:.4f} hartree")
print(f"Shell/uniform - 1: {100*(shell/exact-1):.3f} percent")
print(f"Surface relation: {surface_relation:.4f} hartree")
print(f"Volume relation: {volume_relation:.4f} hartree")
print(f"Z=1 test rms radius: {light_rms:.1e} bohr")
print(f"Z=1 exact/light formula, uniform: {light_uniform/light_formula:.6f}")
print(f"Z=1 exact/light formula, shell: {light_shell/light_formula:.6f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Nuclear charge Z: 80
Input rms radius: 5.5 fm
Bohr radius: 52917.721 fm
Hartree energy: 27.21139 eV
Inverse fine-structure constant: 137.035999
rms radius: 1.03935e-04 bohr
Uniform-sphere radius R: 1.34179e-04 bohr
zeta = Z alpha: 0.58379
gamma: 0.81191
Exponent 2 gamma: 1.62381
Gamma(2 gamma + 1): 1.45561
2 Z R: 0.021469
(2 Z R)^(2 gamma): 1.95509e-03
q_reg: -0.32220
q_irr: -3.10370
Series coefficients of rho: -2/5, -736/17325
rho, two-term series: -0.24197
rho, numerical: -0.24245
Coefficient F, uniform sphere: 0.16531
Point-nucleus 1s energy: -3532.1921 hartree
Leading law with series rho: 2.0805 hartree
Leading law with numerical rho: 2.0684 hartree
Exact Dirac shift: 2.0323 hartree
Exact Dirac shift: 55.30 eV
Direct-integration shift: 2.0323 hartree
Shift / binding energy: 5.754e-04
Exact/leading - 1 at 1 R: -1.74352 percent
Exact/leading - 1 at 0.01 R: -0.01720 percent
Exact/leading - 1 at 0.001 R: -0.00172 percent
Exponent from 0.001 R to 0.01 R: 1.62374
Local exponent at mercury radius: 1.6060
First-order shift: 2.5975 hartree
First-order / exact: 1.2781
Nonrelativistic formula: 0.2950 hartree
Exact / nonrelativistic: 6.890
Shell rho: -0.19917
Shell shift, same rms radius: 2.0404 hartree
Shell/uniform - 1: 0.397 percent
Surface relation: 2.0323 hartree
Volume relation: 2.0323 hartree
Z=1 test rms radius: 1.0e-05 bohr
Z=1 exact/light formula, uniform: 1.000623
Z=1 exact/light formula, shell: 1.000625
ALL CHECKS PASSED
```
